# Proca Equations from a Symmetric Bargmann–Wigner Multispinor: a numerical check

```python
"""
Result under test: a symmetric two-index multispinor
    Psi = (V_mu gamma^mu + T_mu_nu sigma^mu_nu / 2) C
obeys the Dirac equation on each index exactly when V = m A, T = curl A,
and A obeys the Proca equation d^mu F_mu_nu + m^2 A_nu = 0, for m > 0.
Units hbar = c = 1; metric (+,-,-,-); plane waves exp(-i p.x).
V, T and A carry lower indices; C is the charge-conjugation matrix.
"""
import itertools
import numpy as np
from scipy.linalg import null_space

eta = np.diag([1.0, -1.0, -1.0, -1.0])
identity = np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
gamma = np.array([np.kron(pauli[2], np.eye(2))]
                 + [np.kron(1j * pauli[1], s) for s in pauli])
sigma = np.array([[0.5j * (a @ b - b @ a) for b in gamma] for a in gamma])
gamma_low = np.einsum('mn,nab->mab', eta, gamma)
sigma_low = np.einsum('mr,ns,rsab->mnab', eta, eta, sigma)
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
C = 1j * gamma[2] @ gamma[0]
C_inv = np.linalg.inv(C)


def build(V, T):
    phi = np.einsum('m,mab->ab', V, gamma)
    phi = phi + 0.5 * np.einsum('mn,mnab->ab', T, sigma)
    return phi @ C


def extract(psi):
    phi = psi @ C_inv
    V = np.einsum('mab,ba->m', gamma_low, phi) / 4
    T = np.einsum('mnab,ba->mn', sigma_low, phi) / 4
    return V, T


def slash(p_low):
    return np.einsum('m,mab->ab', p_low, gamma)


def curl_wave(p_low, A):
    return -1j * (np.outer(p_low, A) - np.outer(A, p_low))


def wave_residual(psi, p_low, mass):
    D = slash(p_low) - mass * identity
    return max(np.abs(D @ psi).max(), np.abs(psi @ D.T).max())


# Clifford algebra, conjugation matrix and symmetry of the sixteen matrices
for a, b in itertools.product(range(4), repeat=2):
    anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
    assert np.allclose(anti, 2 * eta[a, b] * identity)
    assert np.allclose(gamma[a] @ gamma[b],
                       eta[a, b] * identity - 1j * sigma[a, b])
for g in gamma:
    assert np.allclose(C_inv @ g @ C, -g.T)
pairs = list(itertools.combinations(range(4), 2))
symmetric_set = [g @ C for g in gamma] + [sigma[a, b] @ C for a, b in pairs]
antisymmetric_set = [C, gamma5 @ C] + [gamma5 @ g @ C for g in gamma]
assert all(np.allclose(x, x.T) for x in symmetric_set)
assert all(np.allclose(x, -x.T) for x in antisymmetric_set)
rank_symmetric = np.linalg.matrix_rank([x.ravel() for x in symmetric_set])
rank_all = np.linalg.matrix_rank(
    [x.ravel() for x in symmetric_set + antisymmetric_set])
assert rank_symmetric == 10 and rank_all == 16

# Products of one gamma with one sigma
for l, a, b in itertools.product(range(4), repeat=3):
    left, right = gamma[l] @ sigma[a, b], sigma[a, b] @ gamma[l]
    expected = 2j * (eta[l, a] * gamma[b] - eta[l, b] * gamma[a])
    assert np.allclose(left - right, expected)
    triple = (2j * gamma[l] @ gamma[a] @ gamma[b]
              if len({l, a, b}) == 3 else np.zeros((4, 4)))
    assert np.allclose(left + right, triple)

# Completeness on an arbitrary symmetric matrix
rng = np.random.default_rng(17)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


sample = random_complex(4, 4)
sample = sample + sample.T
assert np.allclose(build(*extract(sample)), sample)

# Arbitrary field values and derivatives: no field equation is imposed
m = 2.0
V, dV = random_complex(4), random_complex(4, 4)
T, dT = random_complex(4, 4), random_complex(4, 4, 4)
T = T - T.T
dT = dT - dT.transpose(0, 2, 1)
dirac = sum(1j * gamma[l] @ build(dV[l], dT[l]) for l in range(4))
dirac = dirac - m * build(V, T)
second = sum(1j * build(dV[l], dT[l]) @ gamma[l].T for l in range(4))
second = second - m * build(V, T)
assert np.allclose(second, dirac.T)
R = dirac @ C_inv
vector_part, tensor_part = extract(dirac)
assert np.allclose(np.trace(R) / 4, 1j * np.sum(eta * dV))
assert np.allclose(vector_part, -(np.einsum('lm,lmn->n', eta, dT) + m * V))
assert np.allclose(tensor_part, dV - dV.T - m * T)
assert np.allclose(np.trace(gamma5 @ R), 0)
for a, b, c in itertools.combinations(range(4), 3):
    product = gamma[a] @ gamma[b] @ gamma[c]
    coefficient = np.trace(np.linalg.inv(product) @ R) / 4
    cyclic = dT[a, b, c] + dT[b, c, a] + dT[c, a, b]
    assert np.allclose(coefficient, -cyclic)

# Solution spaces use elementary matrices, not the gamma expansion
units = np.eye(16).reshape(4, 4, 4, 4)
sym_basis = [units[a, b] + units[b, a] for a in range(4) for b in range(a, 4)]
anti_basis = [units[a, b] - units[b, a] for a, b in pairs]
full_basis = [units[a, b] for a in range(4) for b in range(4)]


def solutions(basis, p_low, mass):
    D = slash(p_low) - mass * identity
    columns = [np.concatenate([(D @ x).ravel(), (x @ D.T).ravel()])
               for x in basis]
    kernel = null_space(np.array(columns).T, rcond=1e-10)
    return [np.tensordot(k, np.array(basis), axes=1) for k in kernel.T]


momentum = np.array([0.7, -0.4, 1.1])
p_low = eta @ np.r_[np.sqrt(m**2 + momentum @ momentum), momentum]
sym_solutions = solutions(sym_basis, p_low, m)
n_sym = len(sym_solutions)
n_anti = len(solutions(anti_basis, p_low, m))
n_full = len(solutions(full_basis, p_low, m))
off_shell = p_low + np.array([0.3, 0, 0, 0])
n_off = len(solutions(sym_basis, off_shell, m))
assert (n_sym, n_anti, n_full, n_off) == (3, 1, 4, 0)
for psi in sym_solutions:
    V, T = extract(psi)
    A = V / m
    assert np.allclose(T, curl_wave(p_low, A))
    assert np.allclose(-1j * (eta @ p_low) @ T + m**2 * A, 0)
    assert abs((eta @ p_low) @ A) < 1e-10

# Converse: solve Proca first, then insert its solutions into Dirac
p_up = eta @ p_low
proca = (m**2 - p_low @ p_up) * identity + np.outer(p_low, p_up)
proca_solutions = null_space(proca, rcond=1e-10).T
assert len(proca_solutions) == 3
for A in proca_solutions:
    psi = build(m * A, curl_wave(p_low, A))
    assert wave_residual(psi, p_low, m) < 1e-10

# Massless case: tensor and vector parts decouple
null_p = eta @ np.r_[np.linalg.norm(momentum), momentum]
massless = solutions(sym_basis, null_p, 0.0)
parts = [extract(psi) for psi in massless]
rank_V = np.linalg.matrix_rank(np.array([v for v, t in parts]), tol=1e-9)
rank_T = np.linalg.matrix_rank(
    np.array([t.ravel() for v, t in parts]), tol=1e-9)
assert (len(massless), rank_V, rank_T) == (3, 1, 2)
for V, T in parts:
    assert np.allclose(curl_wave(null_p, V), 0)
    assert np.allclose((eta @ null_p) @ T, 0)


def show(values):
    words = []
    for z in np.atleast_1d(values):
        re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
        words.append(f"{re:+.4f}{im:+.4f}i")
    return "(" + ", ".join(words) + ")"


print("Number of independent symmetric matrices:", rank_symmetric)
print("Number of independent matrices in all:", rank_all)
print("On-shell solutions, symmetric:", n_sym)
print("On-shell solutions, antisymmetric:", n_anti)
print("On-shell solutions, unrestricted:", n_full)
print("Off-shell solutions, symmetric:", n_off)
print("Massless solutions: total, V rank, T rank:",
      len(massless), rank_V, rank_T)

# Worked plane wave, made from products of Dirac spinors
pz = 1.5
energy = np.sqrt(m**2 + pz**2)
p_low = eta @ np.array([energy, 0, 0, pz])
up, down = [(slash(p_low) + m * identity) @ identity[k]
            / np.sqrt(energy + m) for k in (0, 1)]
for u in (up, down):
    assert np.isclose(u.conj() @ gamma[0] @ u, 2 * m)
print(f"Mass m = {m:.4f} energy units")
print(f"Momentum along z = {pz:.4f} energy units")
print(f"Energy = {energy:.4f} energy units")
print("Spinor u_up [energy^(1/2)]:", show(up))
print("Spinor u_down [energy^(1/2)]:", show(down))
states = {
    "up-up": np.outer(up, up),
    "symmetric up-down": (np.outer(up, down) + np.outer(down, up))
    / np.sqrt(2),
    "down-down": np.outer(down, down),
}
for name, raw in states.items():
    raw_A = extract(raw)[0] / m
    raw_norm = np.sqrt(-(raw_A.conj() @ eta @ raw_A).real)
    psi = np.sqrt(2) * raw
    V, F = extract(psi)
    A = V / m
    assert np.isclose(A.conj() @ eta @ A, -1)
    assert np.allclose(F, curl_wave(p_low, A))
    assert wave_residual(psi, p_low, m) < 1e-10
    electric = F[0, 1:]
    magnetic = -np.array([F[2, 3], F[3, 1], F[1, 2]])
    E_size, B_size = np.linalg.norm(electric), np.linalg.norm(magnetic)
    target = (m, 0.0) if name == "symmetric up-down" else (energy, pz)
    assert np.allclose([E_size, B_size], target)
    print(f"State {name}: norm of A before factor sqrt(2) = {raw_norm:.4f}")
    print("  A^mu [unit amplitude]:", show(eta @ A))
    print("  Electric field [energy units]:", show(electric))
    print("  Magnetic field [energy units]:", show(magnetic))
    print(f"  |E| = {E_size:.4f}, |B| = {B_size:.4f} energy units")


# Static field exp(-m r)/r placed in one component of A
def static_psi(position, component):
    r = np.linalg.norm(position)
    value = np.exp(-m * r) / r
    gradient = np.r_[0.0, -(m + 1 / r) * value * position / r]
    A = value * identity[component]
    F = np.outer(gradient, identity[component])
    return build(m * A, F - F.T)


def static_residual(position, component):
    h = 1e-3
    psi = static_psi(position, component)
    first, second = -m * psi, -m * psi
    for k in range(3):
        step = h * np.eye(3)[k]
        f = [static_psi(position + n * step, component)
             for n in (-2, -1, 1, 2)]
        derivative = (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * h)
        first = first + 1j * gamma[k + 1] @ derivative
        second = second + 1j * derivative @ gamma[k + 1].T
    scale = np.abs(m * psi).max()
    sizes = [np.abs(x).max() / scale for x in (first, second)]
    return sizes, np.trace(first @ C_inv) / 4


point = np.array([0.3, 0.4, 1.2])
radius = np.linalg.norm(point)
value = np.exp(-m * radius) / radius
good, scalar_good = static_residual(point, 0)
bad, scalar_bad = static_residual(point, 3)
slope_z = -(m + 1 / radius) * value * point[2] / radius
divergence_A = -slope_z
assert max(good) < 1e-8 and min(bad) > 0.1
assert abs(scalar_good) < 1e-8
assert np.isclose(scalar_bad, 1j * m * divergence_A, atol=1e-8)
print("Static test point [inverse energy units]:", point)
print(f"Distance from origin = {radius:.4f} inverse energy units")
print(f"exp(-m r)/r = {value:.6f} energy units")
print(f"A_0 case: relative Dirac residuals below 1e-8: {max(good) < 1e-8}")
print(f"A_3 case: first-index relative residual = {bad[0]:.4f}")
print(f"A_3 case: second-index relative residual = {bad[1]:.4f}")
print(f"A_3 case: divergence of A = {divergence_A:.6f} energy units^2")
print("success")
```

Printed output:

```
Number of independent symmetric matrices: 10
Number of independent matrices in all: 16
On-shell solutions, symmetric: 3
On-shell solutions, antisymmetric: 1
On-shell solutions, unrestricted: 4
Off-shell solutions, symmetric: 0
Massless solutions: total, V rank, T rank: 3 1 2
Mass m = 2.0000 energy units
Momentum along z = 1.5000 energy units
Energy = 2.5000 energy units
Spinor u_up [energy^(1/2)]: (+2.1213+0.0000i, +0.0000+0.0000i, +0.7071+0.0000i, +0.0000+0.0000i)
Spinor u_down [energy^(1/2)]: (+0.0000+0.0000i, +2.1213+0.0000i, +0.0000+0.0000i, -0.7071+0.0000i)
State up-up: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.0000+0.0000i, -0.7071+0.0000i, +0.0000-0.7071i, +0.0000+0.0000i)
  Electric field [energy units]: (+0.0000-1.7678i, +1.7678+0.0000i, +0.0000+0.0000i)
  Magnetic field [energy units]: (-1.0607+0.0000i, +0.0000-1.0607i, +0.0000+0.0000i)
  |E| = 2.5000, |B| = 1.5000 energy units
State symmetric up-down: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.7500+0.0000i, +0.0000+0.0000i, +0.0000+0.0000i, +1.2500+0.0000i)
  Electric field [energy units]: (+0.0000+0.0000i, +0.0000+0.0000i, +0.0000+2.0000i)
  Magnetic field [energy units]: (+0.0000+0.0000i, +0.0000+0.0000i, +0.0000+0.0000i)
  |E| = 2.0000, |B| = 0.0000 energy units
State down-down: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.0000+0.0000i, +0.7071+0.0000i, +0.0000-0.7071i, +0.0000+0.0000i)
  Electric field [energy units]: (+0.0000+1.7678i, +1.7678+0.0000i, +0.0000+0.0000i)
  Magnetic field [energy units]: (-1.0607+0.0000i, +0.0000+1.0607i, +0.0000+0.0000i)
  |E| = 2.5000, |B| = 1.5000 energy units
Static test point [inverse energy units]: [0.3 0.4 1.2]
Distance from origin = 1.3000 inverse energy units
exp(-m r)/r = 0.057134 energy units
A_0 case: relative Dirac residuals below 1e-8: True
A_3 case: first-index relative residual = 1.6808
A_3 case: second-index relative residual = 1.6808
A_3 case: divergence of A = 0.146045 energy units^2
success
```
